# Drain-leakage field and voltage for a chosen Kane rate in silicon

## Problem

The gate of a silicon transistor overlaps its n-type drain. When the drain is well above the gate in potential, electrons in the overlap tunnel from the valence band to the conduction band. They leave through the drain, the holes leave through the body, and the current is gate-induced drain leakage.

Take a generation rate $G=1$ Å$^{-3}$ s$^{-1}$ ($10^{24}$ cm$^{-3}$ s$^{-1}$).

(a) Derive Kane's law $G=AF^{5/2}e^{-B/F}$ for phonon-assisted tunnelling in a uniform field.

(b) Find the field $F^*$ that gives the chosen rate.

(c) Find the drain-to-gate voltage at which the surface field in the drain equals $F^*$.

Silicon matters here because its gap is indirect, so in a crystal without traps a phonon must take part. Trap-assisted tunnelling, which adds to the leakage of real devices, is left out. The parameters are round model values: gap $E_g=1.1$ eV; isotropic masses $m_c=m_v=0.2$; one valence band; $g=6$ equal valleys; phonon energy $\omega=0.06$ eV; deformation coupling $D=5$ eV/Å; mass density $\rho=1.40$ u/Å$^3$; temperature 300 K. The drain has $N=5\times10^{-6}$ donors per Å$^3$ under an oxide of thickness $t=30$ Å. The relative permittivities are $\kappa_s=11.7$ and $\kappa_{ox}=3.9$. The flat-band voltage is zero.

The algebra uses atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$. $F$ is the magnitude of the force on an electron; in eV/Å it has the same numerical value as the electric field in V/Å.

## Hints

1. Sum the golden rule over all phonon momenta before doing any other integral. The sum makes the coupling local in space.
2. In a uniform field the envelope functions are Airy functions. Their tails in the gap carry the whole field dependence.
3. The electron may change band at any depth in the gap. Look for the depth that costs least.
4. To invert the law, bring it to the form $ye^y=\text{constant}$.
5. A field alone does not fix a voltage. Ask how much potential drops in the depleted drain and how much in the oxide.

## Solution

### (a) The generation law

**Local coupling.** Let the phonons be dispersionless and couple to the envelope functions through $D$ times the displacement. Each mode in a volume $\Omega$ contributes the squared amplitude $D^2/(2\rho\omega\Omega)$, multiplied by $n+1$ for emission or $n$ for absorption, with $n=1/(e^{\omega/T}-1)$ and $T$ the thermal energy. Since
$$\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=\Omega\,\delta(\mathbf r-\mathbf r'),$$
the sum over modes turns the squared matrix element into
$$\sum_{\mathbf q}|\langle c|e^{i\mathbf q\cdot\mathbf r}|v\rangle|^2=\Omega\int d^3r\,|\psi_c|^2|\psi_v|^2 .$$

Take the valence band full and the conduction band empty, and for now drop $\omega$ from the energy balance. Summing over states replaces $|\psi|^2$ by local densities of states per spin, $\nu_v$ and $\nu_c$. Let the band edges fall along $x$, with $E_v(x)=-Fx$ and $E_c(x)=E_g-Fx$. An electron of energy $E$ is then at height $u=E-E_v(x)$ above the valence edge and $E_g-u$ below the conduction edge. At fixed $x$, $dE=du$, so the rate per volume is the same everywhere:
$$G=2\pi K\int du\,\nu_v(u)\,\nu_c(E_g-u),\qquad K=2g(2n+1)\frac{D^2}{2\rho\omega}.$$
The first 2 in $K$ counts spins, and $2n+1$ adds emission and absorption.

**Density of states in the gap.** At a distance $s$ beyond its turning point, a state of mass $m$ obeys $\psi''=2mFs\,\psi$. Hence $\psi=C\,\mathrm{Ai}(ks)$ with $k=(2mF)^{1/3}$. Changing the energy by $\Delta E$ shifts the function by $\Delta E/F$. From $\int \mathrm{Ai}(y+a)\mathrm{Ai}(y+b)\,dy=\delta(a-b)$, the overlap of two states is
$$\frac{C^2}{k}\,\delta\!\left(\frac{k\,\Delta E}{F}\right)=\frac{C^2F}{k^2}\,\delta(\Delta E),$$
so normalization in energy requires $C^2=k^2/F$.

Transverse motion has the density $m/2\pi$ per spin and area, and a transverse energy $\tau$ increases the depth $w=Fs$ to $w+\tau$. With $z=wk/F$,
$$\nu(w)=\frac{m}{2\pi}\frac{k^2}{F}\int_0^\infty d\tau\,\mathrm{Ai}^2\!\left(\frac{(w+\tau)k}{F}\right)=\frac{mk}{2\pi}\left[\mathrm{Ai}'^2(z)-z\,\mathrm{Ai}^2(z)\right].$$
The last form follows because $\mathrm{Ai}''=z\mathrm{Ai}$ makes the derivative of $z\mathrm{Ai}^2-\mathrm{Ai}'^2$ equal to $\mathrm{Ai}^2$.

For large $z$, $\mathrm{Ai}^2\simeq e^{-4z^{3/2}/3}/(4\pi\sqrt z)$. The exponent has slope $2\sqrt z$, so integrating from $z$ to infinity divides this by $2\sqrt z$ at leading order. Using $k/z=F/w$ and $k^{3/2}=\sqrt{2mF}$,
$$\nu(w)\simeq\frac{mF}{16\pi^2w}\exp\left[-\frac{4\sqrt{2m}\,w^{3/2}}{3F}\right].$$

**The cheapest place to change band.** The product of the two densities contains $e^{-S(u)}$, where
$$S(u)=\frac{4}{3F}\left[\sqrt{2m_v}\,u^{3/2}+\sqrt{2m_c}\,(E_g-u)^{3/2}\right],$$
$$S'(u)=\frac{2}{F}\left[\sqrt{2m_vu}-\sqrt{2m_c(E_g-u)}\right].$$
$S'$ vanishes where the two decay constants agree. With $M=m_c+m_v$, this gives $u_0=m_cE_g/M$ and $E_g-u_0=m_vE_g/M$. It is a minimum, because $S'$ increases with $u$. Inserting $u_0$,
$$S(u_0)=\frac{4\sqrt2\,E_g^{3/2}}{3F}\,\frac{m_v^{1/2}m_c^{3/2}+m_c^{1/2}m_v^{3/2}}{M^{3/2}}=\frac BF,\qquad B=\frac43\sqrt{2m_r}\,E_g^{3/2},$$
where $m_r=m_cm_v/M$: the numerator of the fraction is $\sqrt{m_cm_v}\,M$.

**The prefactor.** The curvature at the minimum is
$$S''(u_0)=\frac1F\left[\sqrt{\frac{2m_v}{u_0}}+\sqrt{\frac{2m_c}{E_g-u_0}}\right]=\frac1F\sqrt{\frac{2}{E_g}}\,\frac{M}{\sqrt{m_r}} .$$
The Gaussian integral therefore contributes
$$\sqrt{\frac{2\pi}{S''}}=\sqrt{2\pi F}\left(\frac{E_g}{2}\right)^{1/4}\frac{m_r^{1/4}}{M^{1/2}} .$$
The algebraic factors of the two densities, taken at $u_0$, give
$$\frac{m_cm_vF^2}{256\pi^4u_0(E_g-u_0)}=\frac{M^2F^2}{256\pi^4E_g^2}.$$
Multiplying both by $2\pi K$,
$$G=AF^{5/2}e^{-B/F},\qquad A=\frac{K\sqrt{2\pi}\,M^{3/2}m_r^{1/4}}{128\pi^3\,2^{1/4}E_g^{7/4}} .$$
Two powers of $F$ come from the densities of states. The remaining half power is the width of the range of depths in which the band change is likely. The law is the leading term for large $B/F$. A numerical test against the full Airy integral confirms that the relative error falls in proportion to $F$.

### (b) The required field

Put $x=B/F$. The law becomes $x^{5/2}e^x=AB^{5/2}/G$. Raising it to the power $2/5$ and multiplying by $2/5$ gives
$$ye^y=\frac{2B}{5}\left(\frac AG\right)^{2/5},\qquad y=\frac{2x}{5}.$$
The solution is $y=W$, the principal Lambert function of the right-hand side, and
$$F^*=\frac{2B}{5W}.$$
It is the one positive solution, because
$$\frac{d\ln G}{d\ln F}=\frac52+\frac BF>0 .$$

For the numbers, $m_r=0.1$. At $T=0.02585$ eV the phonon occupation is $n=0.109$, so $K=12(1.218)D^2/(2\rho\omega)=0.0828$ atomic units. The formulas for $A$ and $B$, converted to volts and ångströms, give
$$A=2.53\times10^{10}\ \text{Å}^{-3}\,\text{s}^{-1}\,(\text{V/Å})^{-5/2},\qquad B=0.2492\ \text{V/Å}.$$
The Lambert argument is $0.4\times0.2492\times(2.527\times10^{10})^{0.4}=1444$, for which $W=5.56$. Then $B/F^*=2.5\times5.56=13.9$, and
$$F^*=\frac{0.2492}{13.9}=0.0179\ \text{V/Å}\quad(1.79\ \text{MV/cm}).$$

**How good is this field?** The logarithmic slope is $2.5+13.9=16.4$, so a moderate error in the rate becomes a small error in the field. At $F^*$ the full Airy integral gives 0.85 of the Kane rate. Phonon energies lower it further. Emission leaves the electron with energy $E-\omega$, so the gap to be crossed is $E_g+\omega$; absorption makes it $E_g-\omega$. With both channels weighted by $n+1$ and $n$, the rate at $F^*$ is 0.48 of the Kane rate. Restoring the target needs 0.0188 V/Å, about 5% more than $F^*$.

An error in $B$ matters more. At fixed $G$ and $A$, differentiating $\ln G$ gives
$$d\ln F=\frac{B/F}{5/2+B/F}\,d\ln B,$$
here $0.85\,d\ln B$. The isotropic masses, the single valence band and the parabolic decay, used here up to 0.55 eV into the gap, are thus real limitations of the model. For a field along [100] in silicon, two of the six valleys tunnel with the heavy longitudinal mass and contribute only about 1% of the rate; with masses 0.19 and 0.92 for the valleys and a light hole of 0.16, the required field is about 7% lower. A nonparabolicity of 0.5 eV$^{-1}$ in one or both bands lowers it by 5 to 7% at fixed $A$. These shifts are as large as the 5% correction above and of opposite sign.

### (c) From field to voltage

Let $x$ now run from the oxide into the drain. Assume a body bias low enough that the bending stays below roughly the drain-to-body voltage plus the gap. Holes are then removed to the body, so no inversion layer forms and the donors are uncovered to a depth $x_d$: this is deep depletion. With $\varepsilon=\kappa_s/4\pi$, Poisson's equation makes the field fall linearly,
$$F(x)=F_s-\frac{Nx}{\varepsilon},\qquad x_d=\frac{\varepsilon F_s}{N}.$$
The potential drop in the drain is the area of this triangle,
$$\psi_s=\tfrac12F_sx_d=\frac{\varepsilon F_s^2}{2N}.$$
Without interface charge the displacement is continuous, so the oxide field is $(\kappa_s/\kappa_{ox})F_s$. Adding the two drops,
$$V_{DG}=\frac{\varepsilon F_s^2}{2N}+\frac{\kappa_s}{\kappa_{ox}}F_st .$$
A non-zero flat-band gate-to-drain voltage would be subtracted from the right-hand side.

The local rule sets $F_s=F^*$. The depletion width is then 231.9 Å, and
$$\psi_s=\tfrac12(0.01793)(231.9)=2.08\ \text{V},\qquad 3(0.01793)(30)=1.61\ \text{V},$$
$$V_{DG}\approx3.7\ \text{V}.$$

This voltage brings the surface field to $F^*$. It does not yet bring the generation in the drain to the chosen rate, because the field falls along the tunnelling path and the oxide confines the holes. Both effects lower the rate; Variation 1 estimates the first.

**Is there somewhere to tunnel to?** In the semiclassical picture, a path from valence to conduction band exists if the bending exceeds the gap. Here 2.08 eV exceeds 1.1 eV, so it does. The oxide also confines the holes, which the uniform-field law ignores. In a triangular well with a hard wall, their lowest level lies $2.34\,(F_s^2/2m_v)^{1/3}\approx0.43$ eV below the valence edge at the surface. This raises the threshold to about 1.5 eV, still less than the bending. Setting the bending equal to the gap while keeping $F^*$ would give $1.10+1.61=2.71$ V, but these two choices contradict each other at the stated doping. They agree only if $N=\varepsilon F^{*2}/(2E_g)$, which is $2.08/1.10=1.9$ times the present value. The path would then fill the whole depletion layer, and the mean field along it would be $F_s/2$, a poor case for a local rule.

**Thermal electrons.** The sharp depletion edge is an approximation. With Boltzmann electrons the potential $\phi$, measured from the neutral drain, obeys $\phi''=-(N/\varepsilon)(1-e^{\phi/T})$. Multiplying by $\phi'$ and integrating from the neutral drain, where $\phi=\phi'=0$, to the surface, where $\phi=-\psi_s$, gives
$$\tfrac12F_s^2=\frac N\varepsilon\left[\psi_s-T\left(1-e^{-\psi_s/T}\right)\right].$$
For $\psi_s\gg T$, a given field thus needs about $T$ more bending, here 0.026 V. A numerical Poisson solution at the local voltage gives a surface field of 0.01785 V/Å, 0.4% below $F^*$. The drain is close to degenerate, and Fermi statistics raise these figures to about 0.028 V and 0.5% for the model masses. The smooth donor charge is also an idealization: the mean donor spacing $N^{-1/3}=58$ Å is about the length $E_g/F^*=61$ Å of the tunnelling path.

## Variation 1: the field falls along the path

*Replace the surface field by the mean field on the tunnelling path. What voltage is needed?*

A path that starts at the surface ends at $x_t$, where the bands have dropped by $E_g$:
$$F_sx_t-\frac{Nx_t^2}{2\varepsilon}=E_g .$$
Dividing by $x_t$ gives the mean field $E_g/x_t=F_s-Nx_t/(2\varepsilon)$. Setting it equal to $F^*$ fixes $x_t=E_g/F^*$, and therefore
$$F_s=F^*+\frac{NE_g}{2\varepsilon F^*},$$
provided $x_t\le x_d$.

Here $x_t=1.1/0.01793=61.35$ Å. From part (c), $N/\varepsilon=0.01793/231.9=7.73\times10^{-5}$ V/Å$^2$, so $F_s=0.01793+0.00237=0.0203$ V/Å. The depletion width is now 262.5 Å, which satisfies the condition. The drops are 2.67 V in the drain and 1.83 V in the oxide:
$$V_{DG}\approx4.5\ \text{V}.$$

This is 0.8 V above the local answer. The reason is the fall of the field along the path: at the local voltage the mean field on the path is only 0.0151 V/Å. Because the exponential is steep, Kane's law at that field gives only 0.049 of the target.

For a path that starts at the surface, the mean field is a sensible choice for the exponent. With $F_s$ as above, the drop along the path is
$$F^*x+\frac{N}{2\varepsilon}x(x_t-x).$$
The second term is even about the middle of the path. For equal masses, the decay constant as a function of depth is symmetric about midgap, so its derivative is odd, and the first-order change of the exponent integrates to zero. The numerical exponent along the curved barrier is 13.86, against $B/F^*=13.9$. The estimate is still incomplete. The prefactor has not been rederived for a varying field. The phonon energies and the finite-field correction of part (a), which together lower the rate, are not included. The confinement of the holes by the oxide is also left out. It makes the paths start deeper in the drain, where the field is weaker, and the steep exponential turns this into a large loss of rate. Summing the golden rule over the numerical eigenstates of the depleted drain, with a hard wall at the oxide and the phonon energies included, gives a peak rate of only about 0.04 of the target at 4.5 V. The peak reaches the target near 5.5 V, where the oxide field is about 7 MV/cm.

## Variation 2: ten times the rate

*By how much must the voltage rise, under the local rule, to multiply $G$ by ten?*

The slope gives a first estimate, $\delta F/F\approx\ln10/16.4=0.14$. Since $V_{DG}$ has one term quadratic and one linear in $F$,
$$\delta V\approx(2\psi_s+V_{ox})\frac{\delta F}{F}=(4.16+1.61)(0.14)=0.81\ \text{V},$$
where $V_{ox}$ is the oxide drop.

The step is not small enough for a linear estimate. Solving the Lambert equation again for the larger rate gives $F=0.0208$ V/Å, a rise of 16%. Two effects add to the first estimate. The slope $5/2+B/F$ decreases as $F$ grows, so $\ln F$ must change by 0.149 instead of 0.140; and a change of 0.149 in $\ln F$ multiplies $F$ by $e^{0.149}=1.16$. The quadratic bending adds to the difference, and the full step is 0.98 V.

The doping decides which term dominates. In the formula, for small $N$ most of the voltage drops in the drain and $V_{DG}$ grows as $F^2$; for large $N$ the oxide term takes over. Neither limit can be pushed far at the field $F^*$. At fixed field the drop in the drain varies as $1/N$. Half the present doping already gives 4.2 V, which leaves an electron with about 3 eV to gain after tunnelling. That is well above the threshold for impact ionization, which is at least $E_g$ and equals $1.5E_g=1.65$ eV for equal parabolic masses, so avalanche multiplication, absent from this model, cannot be ignored. Even at the present doping only the local answer, with 1.0 eV to gain, lies below $E_g$; the gain is 1.6 eV in Variation 1 and 1.7 eV for the tenfold rate. At large $N$ the bending becomes too small: the local rule needs at least $\psi_s>E_g$, and hole confinement makes the real condition stricter. Beyond that doping the local rule still predicts generation, although no path is left.

## Numbers as computed

```
Gap: 1.1 eV
Conduction mass: 0.2 electron masses
Valence mass: 0.2 electron masses
Reduced mass: 0.1 electron masses
Number of valleys: 6
Phonon energy: 0.06 eV
Deformation coupling: 5 eV/angstrom
Mass density: 1.4 u/angstrom^3
Thermal energy at 300 K: 0.02585 eV
Phonon occupation: 0.1089
Coupling K: 0.08284 atomic units
Kane A: 0.001718 atomic units
Kane A converted: 2.527e+10 angstrom^-3 s^-1 (V/angstrom)^-5/2
Kane B: 0.2492 V/angstrom
Target rate: 1 angstrom^-3 s^-1
Target rate converted: 1e+24 cm^-3 s^-1
Lambert argument: 1444
Lambert value: 5.56
B/F at required field: 13.9
Required field F*: 0.01793 V/angstrom
Required field converted: 1.793 MV/cm
Sensitivity dlnG/dlnF, formula: 16.4
Sensitivity dlnG/dlnF, Airy: 16.26
Airy rate / Kane rate at F*: 0.8509
Airy rate with phonon energies / Kane rate at F*: 0.4799
Field from Airy rate with phonon energies: 0.01878 V/angstrom
Local voltage at that field: 3.969 V
Donor density: 5e-06 angstrom^-3
Oxide thickness: 30 angstrom
Semiconductor relative permittivity: 11.7
Oxide relative permittivity: 3.9
Local: depletion width: 231.9 angstrom
Local: surface bending: 2.079 V
Local: oxide drop: 1.614 V
Local: drain-to-gate voltage: 3.692 V
Local: Poisson surface field: 0.01785 V/angstrom
Local: mean field on path: 0.01512 V/angstrom
Local: Kane rate at mean field / target: 0.04909
Local: voltage step for tenfold rate: 0.9839 V
Field for tenfold rate: 0.02082 V/angstrom
Shortcut voltage, bending = gap: 2.714 V
Path: tunnelling length: 61.35 angstrom
Path: depletion width: 262.5 angstrom
Path: surface field: 0.0203 V/angstrom
Path: surface bending: 2.665 V
Path: oxide drop: 1.827 V
Path: drain-to-gate voltage: 4.492 V
Path: WKB exponent: 13.86
Path: WKB exponent / (B/F*): 0.99725
Path: Poisson surface field: 0.02023 V/angstrom
Path: Poisson mean field: 0.01784 V/angstrom
```
